The Heine–Hubbard hybrid Hamiltonian from a resonant d phase shift

**1. One plane wave meets one d level**

Take a crystal with one atom per cell of volume Ω. Near some energy E_d the atom almost binds a d electron, which leaks out slowly and gives the level a full width Γ. Suppose that in the crystal only one plane wave, with k along a cube axis, has energy near E_d. By symmetry it couples to one d orbital, the one with m = 0 about k. The smallest description is a two-by-two matrix:

H = [ k²  V ; V  E_d ]

Energies are in rydbergs and lengths in bohr, so the kinetic energy is k², and E = κ². At the crossing k² = E_d the levels are E_d ± V.

The width fixes V. Let an isolated d orbital m couple to plane waves normalized in Ω by V_gm = v(g) Y_m(ĝ), where Y_m are the real l = 2 harmonics. The golden rule gives

Γ = 2π Σ_g |V_gm|² δ(E_d − g²)
 = 2π · Ω/(8π³) · v² ∫ g² δ(E_d − g²) dg.

The angular integral of Y_m² is 1, and the g integral is κ_d/2. Hence Γ = Ωκ_d v²/(8π²), or

|v(κ_d)| = 4π √[Γ/(2κ_dΩ)].

Along the axis Y_0² = 5/(4π), so

V² = 10πΓ/(κ_dΩ).

For Γ = 0.01229 Ry, κ_d = 0.5477 bohr⁻¹ and Ω = 85.75 bohr³ this is 0.3861/46.97 = 0.00822 Ry², so V = 0.0907 Ry. The splitting 2V is 0.181 Ry, or 2.47 eV. It is about fifteen times Γ. Since V grows as the root of the width, the ratio 2V/Γ grows as Γ^(−1/2) when the resonance narrows.

This case leaves two gaps. The golden rule knows the coupling only at g = κ_d, and it presumes that a d orbital exists as a separate state. Both must come from the phase shift.

**2. From the phase shift to a secular equation**

Let the potential be zero outside a sphere of radius a, and let it act on l = 2 alone. Other partial waves would add a scattering term between plane waves, which is left out here. Outside the atom the d radial wave is proportional to

cos η j₂(κρ) − sin η n₂(κρ), with n₂(x) ≈ −3/x³ at small x.

The resonance is described by

cot η = 2(E_d − E)/Γ + terms of second order in E − E_d.

Choose a matching radius r, at least a and less than half the neighbour distance. Let L be the logarithmic derivative of the true d radial wave at r. Define a new function χ, equal to the true wave outside the spheres of radius r. Inside, continue each partial wave by the free solution that is regular at the centre. For l ≠ 2 nothing changes. For l = 2, with b_m the amplitude at the surface, the continuation is b_m j₂(κρ)/j₂(κr). It matches in value but not in slope. The outer slope minus the inner one is b_mΔ, with

Δ = L − κ j₂′(κr)/j₂(κr),

where the prime on a Bessel function means the derivative with respect to its argument. A slope jump produces a surface delta function in ∇²χ, so everywhere in the cell

(−∇² − E) χ = −Σ_m b_m Δ Y_m δ(ρ − r).

Now expand χ = Ω^(−1/2) Σ_g c_g exp(ig·x), with g = k + G. The l = 2 part of a plane wave is

4π i² j₂(gρ) Σ_m Y_m(ĝ) Y_m(ρ̂), with i² = −1.

Set

B_gm = 4π Ω^(−1/2) j₂(gr) Y_m(ĝ).

Reading χ at the surface gives b_m = −Σ_g B_gm c_g. Projecting the differential equation on a plane wave brings a second factor −1, which cancels the minus sign of the source:

(g² − E) c_g = r²Δ Σ_m B_gm b_m.

The factor j₂(gr) is therefore the d content of a plane wave at the matching sphere.

It remains to express Δ by η. With c = cot η and all functions at x = κr,

L = κ(j₂′c − n₂′)/(j₂c − n₂).

Subtract κj₂′/j₂ over a common denominator. The terms in j₂j₂′c cancel, leaving

Δ = −κ(j₂n₂′ − j₂′n₂)/[j₂(j₂c − n₂)].

The Wronskian j₂n₂′ − j₂′n₂ equals 1/x² = 1/(κr)². Defining F = 1/(r²Δ),

F(E) = κj₂n₂ − κj₂² cot η.

The secular problem is then

(g² − E) c_g + (1/F) Σ_m B_gm Σ_g′ B_g′m c_g′ = 0.

No resonance assumption has entered yet. The equation needs j₂(κr) ≠ 0, which holds for κr below the first zero of j₂, near 5.8.

**3. The resonance becomes an orbital**

Expand F to first order at E_d. There cot η = 0 and its energy slope is −2/Γ, so

F(E_d) = κ_d j₂n₂,
F′(E_d) = 2κ_d j₂²/Γ + d(κj₂n₂)/dE.

A linear F has one zero, ε_r, and can be written F = (E − ε_r)/W², with

W² = 1/F′(E_d), ε_r = E_d − W²κ_d j₂n₂.

Taking the first term of F′ out as a factor,

W² = ZΓ/(2κ_d j₂²), Z = 1/(1+q), q = [Γ/(2κ_d j₂²)] d(κj₂n₂)/dE.

Thus Z = 1 + O(Γ) at fixed E_d and r. Now define five extra amplitudes

a_m = W b_m/(E − ε_r).

Since 1/F = W²/(E − ε_r), the product b_m/F is W a_m. With V_gm = −W B_gm the secular equation splits into two linear ones:

(g² − E) c_g + Σ_m V_gm a_m = 0,
(ε_r − E) a_m + Σ_g V_gm c_g = 0.

The second is the definition of a_m with b_m = −ΣBc inserted. This is an ordinary eigenvalue problem: plane waves with energies g², five orbitals at ε_r, and the coupling

V_gm = −4π √[ZΓ/(2κ_dΩ)] · j₂(gr)/j₂(κ_d r) · Y_m(ĝ).

At g = κ_d the ratio of Bessel functions is 1, and for Z → 1 the magnitude found in section 1 returns. The overall sign is a choice of sign for the orbitals.

Limit of small g: j₂(gr) ≈ (gr)²/15, so the coupling vanishes as g². A plane wave with g = 0 is purely s-like about the atom and cannot mix with d.

Limit of a resonance near threshold: j₂(κ_d r)² ≈ (κ_d r)⁴/225, so W² ≈ 225ZΓ/(2κ_d⁵r⁴). This stays finite if Γ falls as κ_d⁵. It does: F and κj₂n₂ → −1/(5r) are smooth in energy at threshold, so κj₂² cot η, and with it κ⁵ cot η, is smooth too. The centrifugal barrier narrows the resonance without removing the matrix element at fixed g; only the element at g = κ_d vanishes, as κ_d².

**4. Why the coupling is real**

W is real only if F′ > 0. Let P = ρR be the true radial function, and let a dot mean ∂/∂E. From

−P″ + UP = EP and −Ṗ″ + UṖ = EṖ + P,

where U contains the potential and the centrifugal term, multiply the second by P, the first by Ṗ, and subtract:

−(PṖ′ − ṖP′)′ = P².

Integrate from 0 to r and divide by P(r)². Since P′/P = L + 1/r,

dL/dE = −N_u/r², N_u = ∫₀^r R²ρ² dρ / R(r)².

The free solution obeys the same law with its own norm N_j. Therefore dΔ/dE = −(N_u − N_j)/r², and

F′ = −(dΔ/dE)/(r²Δ²) = F²(N_u − N_j).

The coupling is real when the true d wave, scaled to unit value at r, holds more charge inside the sphere than the free wave does. A resonance does this by trapping charge.

The same formula interprets the orbital. From a_m = b_m/(WF),

a_m² = b_m²F′/F² = b_m²(N_u − N_j) at E = E_d.

The weight of the d orbital is the charge missing from the smooth function χ, so at E_d the vector (c, a) has the norm of the true wave.

For the well used below, with r = 2.0 bohr, the norms are 33.635 and 1.189 bohr³, and F = −0.1145 bohr⁻¹. Then F²(N_u − N_j) = 0.01311 × 32.446 = 0.4254 bohr, in agreement with the slope obtained from the phase shift. This identity was tested by quadrature.

**5. Test on the limit of one atom**

The level ε_r need not lie near E_d. In the example E_d = 0.30 Ry, W² = 1/0.4254 = 2.351 bohr⁻¹, and

ε_r = 0.300 + 2.351 × 0.1145 = 0.569 Ry.

An isolated atom must nevertheless resonate at E_d. Replace the lattice sum by an integral over free waves and eliminate them. The d amplitude then satisfies E − ε_r − W²I(E) = 0, with

I(E) = (2/π) ∫₀^∞ g² j₂(gr)²/(E + i0 − g²) dg.

The prefactor is Ω/(8π³) times 16π²/Ω. This integral is the outgoing radial Green function of free l = 2 motion with both points at r. The same function built from solutions is −iκj₂(j₂ + in₂) = κj₂n₂ − iκj₂²; its slope jump is 1/r², as the delta function requires. The real part, a principal value, is thus κj₂n₂. Quadrature gives −0.114507 bohr⁻¹ for it, equal to κj₂n₂ to the digits printed.

Near E_d the real part of the level condition is

E − ε_r − W²κj₂n₂ ≈ (E − E_d)[1 − W² d(κj₂n₂)/dE].

Here W² d(κj₂n₂)/dE = Zq, and 1 − Zq = 1 − q/(1+q) = Z. The imaginary part at E_d is W²κ_d j₂² = ZΓ/2. Hold it at this value; its energy dependence would move the root only by an amount of order Γ². The condition then reads

Z (E − E_d + iΓ/2) = 0.

Position and width both return, and Z cancels. It measures how much the continuum dresses the bare orbital: the dressed orbital has squared coupling W²/Z, which is the golden-rule value. Here, with r = 2.0 bohr, Z = 1.13, so this dressing is not negligible. Like ε_r, Z depends on the chosen radius: it is 1.38 at r = 1.4 bohr and 1.08 at r = 2.4 bohr.

**6. Folding down to the small matrix**

The matrix of section 3 still needs many plane waves, since they must pull ε_r down. Keep explicitly the waves with energies near the d level and eliminate the high ones. The d block becomes

D_mm′(E) = ε_r δ_mm′ + Σ_high V_gm V_gm′/(E − g²).

Because the high waves are far from E_d, expand: D(E) ≈ D₀ + (E − E_d)D₁, with

D₁ = −Σ_high V_gm V_gm′/(E_d − g²)².

The d equation is now

[D₀ − E_d D₁ − E(1 − D₁)] a + Σ_low V c = 0.

The matrix S = 1 − D₁ is a positive overlap. Put a = S^(−1/2) ã and multiply from the left by S^(−1/2). Since D₀ − E_dD₁ = E_dS + (D₀ − E_d), the result is

H = [ g²δ_gg′  Ṽ ; Ṽᵀ  E_d + T(k) ],
T(k) = S^(−1/2)(D₀ − E_d)S^(−1/2), Ṽ = V S^(−1/2).

This is the Heine–Hubbard form: nearly free waves, a d block with its own k dependence, and hybridization between them. T is of order Γ, since ε_r − E_d and the folded sum both carry W². Its dependence on k plays the part of direct hopping between d orbitals. S differs from 1 by order Γ. To leading order, therefore,

Ṽ_gm ≈ −4π √[Γ/(2κ_dΩ)] · j₂(gr)/j₂(κ_d r) · Y_m(ĝ).

The root of the width and the factor j₂(gr) are thus leading-order statements about the small matrix. The radius r is also no property of the atom: changing it alters the form factor off resonance, and ε_r and the folded sum compensate. If a folded wave comes near E_d as k varies, the expansion fails, and that wave must join the explicit set.

**7. A crystal computed two ways**

The model is an fcc crystal with lattice constant 7 bohr. A smooth well of radius 1.4 bohr acts on l = 2, with its depth set to put the resonance at 0.30 Ry. The radial equation gives Γ = 0.0123 Ry. The phase shift at E_d ∓ Γ/2 is 0.242π and 0.742π, close to the π/4 and 3π/4 of the resonance formula.

For comparison, the original Hamiltonian was diagonalized directly in 1929 plane waves, with no phase shift involved. At k = (0.5, 0.25, 0.125)·2π/A, where A is the lattice constant, one plane wave lies low, at k² = 0.264 Ry. The small matrix is therefore six by six. The lowest and highest of its six levels, in Ry, are:

direct: 0.2070 and 0.3976
small matrix, r = 2.0 bohr: 0.2062 and 0.3955

The largest error among the six is 0.0020 Ry relative to the direct result; with r = 1.6 bohr it is 0.0006 Ry. After linearization the choice of r is thus visible. Before linearization it is not: the levels of the full secular equation at the two radii agree within about 2 × 10⁻⁶ Ry. They lie within 10⁻⁴ Ry of the direct levels, which are all slightly higher. A finite basis errs in that direction. With about 6000 plane waves or more the direct levels fall by up to 10⁻⁴ Ry (the two quoted become 0.2069 and 0.3975) and meet the secular levels within about 10⁻⁵ Ry. The small-matrix error is then still 0.0020 Ry at r = 2.0 bohr and 0.0005 Ry at r = 1.6 bohr.

The linearization error can be bounded. At a true level E write F = (E − ε_r)/W² + R, so that

W²F = E − (ε_r − W²R).

The true level is thus also a level of the linear matrix with its bare d energy moved by −W²R. It keeps its place in the order. To see this, let R follow E and subtract E from the moved matrix: its diagonal elements are then g² − E and −W²F, which all fall as E rises, provided F′ > 0 over the whole range of the levels and not only at E_d. Each ordered eigenvalue of this difference therefore falls too, and the nth one passes zero at the nth true level. Moving five diagonal elements by a common amount moves no ordered eigenvalue by more than that amount, so the error is at most W²|R|, which is of second order in E − E_d. For the sixth band the bound is 0.0030 Ry and the actual error 0.0021 Ry. For the third band, 0.004 Ry from E_d, both vanish to the printed digits. The bound was tested for all six bands, with an allowance of 10⁻⁴ Ry for finite sums.

The eigenvalues of D₀ at this k run from 0.261 to 0.363 Ry, a spread of 0.102 Ry, about eight times Γ. "Of order Γ" therefore means proportional to Γ in the limit of small Γ, with a coefficient that need not be near one. Since D₀ − E_d carries the factor W², at fixed E_d and r it scales as ZΓ.

**8. Test of the square root**

Return to k along the cube axis with k = κ_d. In a two-level problem with mixing angle θ, the plane-wave weights are w₁ = cos²θ and w₂ = sin²θ, and the off-diagonal element is the splitting times sin θ cos θ. Some plane-wave weight may sit in other states, so normalize:

V = (E₂ − E₁) √(w₁w₂)/(w₁ + w₂).

This reads the coupling from directly computed states, even when the two levels are slightly detuned. For a = 1.4 bohr they lie at 0.2045 and 0.3855 Ry, a splitting of 0.181 Ry, as section 1 predicted. Three wells with the same E_d give, in Ry:

Γ = 0.0243: V = 0.1271 direct, 0.1274 from the formula
Γ = 0.0123: V = 0.0904 direct, 0.0907 from the formula
Γ = 0.0048: V = 0.0565 direct, 0.0566 from the formula

The formula is that of section 1, without Z. Between the two narrower wells the direct coupling varies as Γ to the power 0.499.

The agreement, within 0.3 per cent, is closer than Z = 1.13 might suggest, since √Z alone would raise the coupling by 6 per cent. For one atom section 5 showed that the continuum removes Z completely. In the crystal the overlap S takes that role: for a = 1.4 bohr and r = 2.0 bohr its m = 0 element at this k is 1.133, against Z = 1.127. So close an agreement belongs to this lattice and is not derived in general. For the same well the direct coupling is 2.5 per cent above the formula at lattice constant 5.5 bohr and 3.5 per cent below it at 9 bohr; for the widest resonance at 9 bohr it is 6 per cent below. The formula holds to leading order in Γ, with corrections of this size.

The small matrix can be trusted for levels near E_d, one well-separated d resonance and an explicit set containing every plane wave near E_d. A real metal also needs the s and p scattering omitted here. The full set of levels is in the numerical output.

Values computed for the example and the checks

```
lattice constant 7.0 bohr, cell volume 85.75 bohr^3
half neighbour distance 2.475 bohr
well radius 1.4 bohr, depth 36.2874 Ry
E_d 0.30 Ry, kappa_d 0.5477 1/bohr
Gamma 0.01229 Ry = 0.167 eV
phase shift at E_d -1*Gamma/2: 0.2421 pi
phase shift at E_d +1*Gamma/2: 0.7422 pi
matching radius r 2.0 bohr: j2(kappa r) 0.07337, n2 -2.84949
bare d level eps_r 0.56916 Ry, Z 1.1273
scaled norms in sphere: true 33.635, free 1.189 bohr^3
F slope: phase shift 0.425429, norms 0.425429 bohr
principal value -0.114507, kappa j2 n2 -0.114507 1/bohr
level after continuum shift 0.30000 Ry
k = (0.5, 0.25, 0.125) 2pi/A, k^2 = 0.2644 Ry
plane waves: direct 1929, linearized 179, small 1
levels in Ry: direct | secular | linearized | small matrix | error bound
 band 1: 0.20696 | 0.20692 | 0.20601 | 0.20619 | 0.00282
 band 2: 0.27445 | 0.27437 | 0.27420 | 0.27426 | 0.00021
 band 3: 0.29616 | 0.29607 | 0.29607 | 0.29607 | 0.00000
 band 4: 0.31901 | 0.31892 | 0.31881 | 0.31883 | 0.00011
 band 5: 0.35246 | 0.35236 | 0.35155 | 0.35160 | 0.00087
 band 6: 0.39755 | 0.39747 | 0.39536 | 0.39551 | 0.00302
folded d block levels (Ry): 0.2614 0.2932 0.3184 0.3422 0.3633
max |secular - direct| 9.9e-05 Ry
max |secular(r=1.6) - secular(r=2.0)| 2.1e-06 Ry
max |small - direct| 0.00204 Ry at r=2.0, 0.00058 Ry at r=1.6
k = (kappa_d,0,0): a (bohr), Gamma, lower, upper, V direct, V formula (Ry)
 1.8  0.02426  0.16123  0.41564  0.12710  0.12740  ratio 0.9977
 1.4  0.01229  0.20449  0.38545  0.09043  0.09069  ratio 0.9972
 1.0  0.00478  0.24184  0.35480  0.05647  0.05655  ratio 0.9985
power of Gamma in V direct, two narrowest wells: 0.4987
on-shell gap 2V for a=1.4: 0.1814 Ry = 2.468 eV
```
